# Oscillator-strength sums in time-dependent, uncoupled and Tamm-Dancoff Hartree-Fock: test program

```python
"""
Result under test (Hartree atomic units, dipole direction z):
in a complete basis time-dependent Hartree-Fock (TDHF) oscillator strengths
sum to the electron number N and agree in length and velocity form, while
  uncoupled HF : length sum = N + sum_spin int int (z1-z2)^2 gamma^2 / r12
  Tamm-Dancoff : length sum = N + 2 d.B.d   (TDA)
Symbols: A, B   orbital-Hessian blocks for occupied -> virtual excitations
         d      dipole elements <a|z|i>;  grad = gradient elements <a|d/dz|i>
         R, L   X+Y and X-Y of each excitation; omega = excitation energy
         gamma  one-spin density matrix; spins = number of equal spin channels
Atoms with occupied s orbitals only are used, so z couples only to pz functions.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh, expm
from pyscf import gto, ao2mo

EXP_MIN, EXP_MAX = 0.02, 6000.0


def atom_integrals(symbol, shells):
    """Integrals over s and pz Gaussians that share the same exponents."""
    exponents = [float(a) for a in np.geomspace(EXP_MIN, EXP_MAX, shells)]
    basis = [[0, [a, 1.0]] for a in exponents] + [[1, [a, 1.0]] for a in exponents]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis},
                spin=gto.charge(symbol) % 2, verbose=0)
    labels = [label.strip() for label in mol.ao_labels()]
    keep = [k for k, s in enumerate(labels) if s.endswith("s")]
    keep += [k for k, s in enumerate(labels) if s.endswith("pz")]
    assert len(keep) == 2 * shells
    n = len(keep)
    block = np.ix_(keep, keep)
    select = np.eye(mol.nao)[:, keep]
    packed = ao2mo.incore.full(mol.intor("int2e", aosym="s8"), select)
    eri = ao2mo.restore(1, packed, n)
    return SimpleNamespace(
        mol=mol, keep=keep, n=n, shells=shells, eri=eri,
        overlap=mol.intor("int1e_ovlp")[block],
        core=(mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[block],
        z=mol.intor("int1e_r")[2][block],
        ddz=-mol.intor("int1e_ipovlp")[2][block],
        coulomb=eri.reshape(n * n, n * n),
        exchange=eri.transpose(0, 3, 1, 2).reshape(n * n, n * n))


def coulomb_exchange(ints, density):
    shape = (ints.n, ints.n)
    return ((ints.coulomb @ density.ravel()).reshape(shape),
            (ints.exchange @ density.ravel()).reshape(shape))


def hf_energy(ints, spins, orbitals):
    density = orbitals @ orbitals.conj().T
    J, K = coulomb_exchange(ints, density)
    value = (spins * np.trace(ints.core @ density)
             + 0.5 * spins**2 * np.trace(J @ density)
             - 0.5 * spins * np.trace(K @ density))
    return float(np.real(value))


def strengths(case, omega, R, L):
    """Length, velocity and mixed oscillator strengths; columns are states."""
    length_amp, velocity_amp = case.d @ R, case.grad @ L
    return SimpleNamespace(
        omega=omega, R=R, L=L,
        length=2 * case.spins * omega * length_amp**2,
        velocity=2 * case.spins * velocity_amp**2 / omega,
        mixed=-2 * case.spins * length_amp * velocity_amp)


def solve_atom(symbol, spins, nocc, shells):
    ints = atom_integrals(symbol, shells)
    s, p = slice(0, shells), slice(shells, 2 * shells)
    density = np.zeros((ints.n, ints.n))
    old = np.zeros(nocc)
    for _ in range(80):
        J, K = coulomb_exchange(ints, density)
        fock = ints.core + spins * J - K
        energies, vectors = eigh(fock[s, s], ints.overlap[s, s])
        occ = np.zeros((ints.n, nocc))
        occ[s] = vectors[:, :nocc]
        change = np.max(np.abs(energies[:nocc] - old))
        old = energies[:nocc].copy()
        density = 0.5 * (density + occ @ occ.T)
    assert change < 1e-8, "self-consistent field not converged"
    J, K = coulomb_exchange(ints, occ @ occ.T)
    fock = ints.core + spins * J - K
    e_virt, vectors = eigh(fock[p, p], ints.overlap[p, p])
    virt = np.zeros((ints.n, shells))
    virt[p] = vectors
    ovov = np.einsum("pqrs,pi,qa,rj,sb->iajb", ints.eri, occ, virt, occ, virt,
                     optimize=True)
    oovv = np.einsum("pqrs,pi,qj,ra,sb->ijab", ints.eri, occ, occ, virt, virt,
                     optimize=True)
    size = nocc * shells
    gaps = (e_virt[None, :] - old[:, None]).ravel()
    A = np.diag(gaps) + (spins * ovov - oovv.transpose(0, 2, 1, 3)).reshape(size, size)
    B = (spins * ovov - ovov.transpose(0, 3, 2, 1)).reshape(size, size)
    case = SimpleNamespace(
        ints=ints, spins=spins, nocc=nocc, N=spins * nocc, occ=occ, virt=virt,
        e_occ=old, gaps=gaps, A=A, B=B, J=J, K=K,
        d=(occ.T @ ints.z @ virt).ravel(),
        grad=(virt.T @ ints.ddz @ occ).T.ravel(),
        energy=hf_energy(ints, spins, occ))
    # TDHF from the full non-symmetric eigenvalue problem
    values, vecs = np.linalg.eig(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(np.imag(values))) < 1e-7
    chosen = np.where(np.real(values) > 0)[0]
    assert len(chosen) == size
    chosen = chosen[np.argsort(np.real(values[chosen]))]
    X, Y = np.real(vecs[:size, chosen]), np.real(vecs[size:, chosen])
    norm = np.sum(X**2 - Y**2, axis=0)
    assert np.min(norm) > 0
    X, Y = X / np.sqrt(norm), Y / np.sqrt(norm)
    case.tdhf = strengths(case, np.real(values[chosen]), X + Y, X - Y)
    w, X = np.linalg.eigh(A)
    assert w[0] > 0
    case.tda = strengths(case, w, X, X)
    case.uncoupled = strengths(case, gaps, np.eye(size), np.eye(size))
    return case


def excess_by_quadrature(case):
    """Predicted length-sum excesses from radial integrals over s orbitals."""
    u = np.linspace(np.log(1e-5), np.log(60.0), 1500)
    r = np.exp(u)
    weight = r**3 * (u[1] - u[0])
    points = np.zeros((len(r), 3))
    points[:, 2] = r
    values = case.ints.mol.eval_gto("GTOval_sph", points)[:, case.ints.keep]
    phi = values @ case.occ
    gamma_squared = (phi @ phi.T)**2
    rho = np.sum(phi**2, axis=1)
    big, small = np.maximum.outer(r, r), np.minimum.outer(r, r)
    mean_distance = big + small**2 / (3 * big)
    uncoupled = (case.spins / 3 * (4 * np.pi)**2
                 * (weight @ (gamma_squared * mean_distance) @ weight))
    dipole_kernel = np.outer(r, r) * small / big**2
    pair = case.spins * np.outer(rho, rho) - gamma_squared
    tda = (2 * case.spins * (4 * np.pi / 3)**2
           * (weight @ (pair * dipole_kernel) @ weight))
    return uncoupled, tda


def rotation_curvature(case, imaginary):
    """Second derivative of the HF energy under a finite orbital rotation."""
    no, nv = case.nocc, case.ints.shells
    dip = case.d.reshape(no, nv)
    generator = np.zeros((no + nv, no + nv), dtype=complex)
    generator[no:, :no] = dip.T * (1j if imaginary else 1.0)
    generator[:no, no:] = dip * (1j if imaginary else -1.0)
    orbitals = np.hstack([case.occ, case.virt])
    step = 1e-3
    plus, minus = [hf_energy(case.ints, case.spins,
                             orbitals @ expm(sign * step * generator)[:, :no])
                   for sign in (1, -1)]
    return (plus + minus - 2 * case.energy) / step**2


# ---- solve the atoms -------------------------------------------------------
be_by_basis = {shells: solve_atom("Be", 2, 2, shells) for shells in (8, 12, 20)}
be = be_by_basis[20]
he = solve_atom("He", 2, 1, 20)
hyd = solve_atom("H", 1, 1, 20)
quad = {}

# ---- tests common to all atoms ---------------------------------------------
for name, case in (("Be", be), ("He", he), ("H", hyd)):
    N = case.N
    # TDHF: sum rule in both forms and state-by-state equivalence
    assert abs(case.tdhf.length.sum() - N) < 1e-3
    assert abs(case.tdhf.velocity.sum() - N) < 1e-3
    assert np.max(np.abs(case.tdhf.length - case.tdhf.velocity)) < 1e-3
    # the mixed sum equals N for every method
    for method in (case.tdhf, case.tda, case.uncoupled):
        assert abs(method.mixed.sum() - N) < 1e-5
    # excesses against real-space integrals
    quad[name] = excess_by_quadrature(case)
    assert abs(case.uncoupled.length.sum() - N - quad[name][0]) < 1e-3
    assert abs(case.tda.length.sum() - N - quad[name][1]) < 1e-3
    assert case.uncoupled.length.sum() > N + 0.1
    # Cauchy-Schwarz bound on the product of length and velocity sums
    for method in (case.tda, case.uncoupled):
        assert method.length.sum() * method.velocity.sum() > N**2 - 1e-3
    # uncoupled amplitudes: the mismatch is the exchange commutator
    inverse = np.linalg.inv(case.ints.overlap)
    commutator = (case.K @ inverse @ case.ints.z - case.ints.z @ inverse @ case.K)
    comm = (case.virt.T @ commutator @ case.occ).T.ravel()
    assert np.max(np.abs(case.d + (case.grad + comm) / case.gaps)) < 1e-3
    # TDA amplitudes: the mismatch is the missing B block
    X, w = case.tda.R, case.tda.omega
    mismatch = case.d @ X + (case.grad @ X - case.d @ case.B @ X) / w
    assert np.max(np.abs(mismatch)) < 1e-3

# TDA and uncoupled HF really break the equivalence in beryllium
tda_gap = np.max(np.abs(be.tda.length - be.tda.velocity))
unc_gap = np.max(np.abs(be.uncoupled.length - be.uncoupled.velocity))
assert tda_gap > 0.01 and unc_gap > 0.01
assert be.tda.length.sum() > be.N + 0.1 and he.tda.length.sum() > he.N + 0.01

# one electron: TDA is correct, uncoupled HF gives 1 + 35/48
assert abs(hyd.tda.length.sum() - 1) < 1e-3
assert abs(hyd.uncoupled.length.sum() - (1 + 35 / 48)) < 1e-3

# energy curvature from finite rotations against the Hessian blocks
boost = rotation_curvature(be, True)
stretch = rotation_curvature(be, False)
assert abs(boost - 2 * be.spins * be.d @ (be.A - be.B) @ be.d) < 1e-3
assert abs(stretch - 2 * be.spins * be.d @ (be.A + be.B) @ be.d) < 1e-3
assert abs(boost - be.N) < 2e-3

# same helium orbital, but a local potential for the virtual orbitals
p = slice(he.ints.shells, 2 * he.ints.shells)
e_local, v_local = eigh((he.ints.core + he.J)[p, p], he.ints.overlap[p, p])
d_local = (he.occ.T @ he.ints.z)[0, p] @ v_local
local_sum = 2 * he.spins * np.sum((e_local - he.e_occ[0]) * d_local**2)
assert abs(local_sum - he.N) < 1e-3

# basis convergence of the TDHF length sum
errors = [abs(c.tdhf.length.sum() - c.N) for c in be_by_basis.values()]
assert errors[-1] < errors[0]

# ---- printed results --------------------------------------------------------
print("Gaussian exponents, smallest and largest (bohr^-2):", EXP_MIN, EXP_MAX)
print("Exponents per angular momentum, main basis:", be.ints.shells)
print(f"Be HF energy (hartree): {be.energy:.5f}")
print(f"Be 1s, 2s orbital energies (hartree): {be.e_occ[0]:.5f} {be.e_occ[1]:.5f}")
print("Be electron number N:", be.N)
print("Be strength sums (dimensionless): length, velocity, mixed")
for name, m in (("TDHF", be.tdhf), ("TDA", be.tda), ("uncoupled", be.uncoupled)):
    print(f"  {name}: {m.length.sum():.4f} {m.velocity.sum():.4f} {m.mixed.sum():.4f}")
print("Be lowest dipole state: energy (hartree), f length, f velocity")
for name, m in (("TDHF", be.tdhf), ("TDA", be.tda)):
    print(f"  {name}: {m.omega[0]:.5f} {m.length[0]:.4f} {m.velocity[0]:.4f}")
print("Be largest |f length - f velocity| over all states")
print(f"  TDHF: {np.max(np.abs(be.tdhf.length - be.tdhf.velocity)):.1e}")
print(f"  TDA: {tda_gap:.4f}")
print(f"  uncoupled: {unc_gap:.4f}")
print(f"Be uncoupled excess by quadrature: {quad['Be'][0]:.4f}")
print(f"Be TDA excess by quadrature: {quad['Be'][1]:.4f}")
print(f"Be energy curvature, boost rotation (a.u.): {boost:.4f}")
print(f"Be energy curvature, real rotation (a.u.): {stretch:.4f}")
print("Be TDHF length sum minus N, by exponents per angular momentum")
for shells, c in be_by_basis.items():
    print(f"  {shells}: {c.tdhf.length.sum() - c.N:.1e}")
for name, c in (("He", he), ("H", hyd)):
    print(f"{name} length sums: TDHF {c.tdhf.length.sum():.4f},"
          f" TDA {c.tda.length.sum():.4f}, uncoupled {c.uncoupled.length.sum():.4f}")
print(f"He uncoupled sum with local potential: {local_sum:.4f}")
print(f"H uncoupled closed form 1 + 35/48: {1 + 35 / 48:.4f}")
print("success")
```

Running it gives:

```
Gaussian exponents, smallest and largest (bohr^-2): 0.02 6000.0
Exponents per angular momentum, main basis: 20
Be HF energy (hartree): -14.57295
Be 1s, 2s orbital energies (hartree): -4.73264 -0.30927
Be electron number N: 4
Be strength sums (dimensionless): length, velocity, mixed
  TDHF: 4.0000 4.0000 4.0000
  TDA: 4.8689 3.4206 4.0000
  uncoupled: 6.9020 2.6565 4.0000
Be lowest dipole state: energy (hartree), f length, f velocity
  TDHF: 0.17634 1.3784 1.3784
  TDA: 0.18551 1.8934 0.8663
Be largest |f length - f velocity| over all states
  TDHF: 8.3e-05
  TDA: 1.0270
  uncoupled: 1.6063
Be uncoupled excess by quadrature: 2.9020
Be TDA excess by quadrature: 0.8689
Be energy curvature, boost rotation (a.u.): 4.0000
Be energy curvature, real rotation (a.u.): 5.7377
Be TDHF length sum minus N, by exponents per angular momentum
  8: 2.5e-01
  12: 7.0e-03
  20: 8.0e-07
He length sums: TDHF 2.0000, TDA 2.1727, uncoupled 2.9081
H length sums: TDHF 1.0000, TDA 1.0000, uncoupled 1.7292
He uncoupled sum with local potential: 2.0000
H uncoupled closed form 1 + 35/48: 1.7292
success
```
